\section*{Piezoelectric response of a clamped film and strain transfer to a magnet}

\section*{The problem}

A ferroelectric film of thickness $t_f$ lies on a thick substrate and carries a thin magnetic layer. A voltage across the film changes its shape, and the magnet should feel this as strain. We ask how much the film thickens, and what reaches the magnet.

Axis 3 (also $z$) is the film normal, and axes 1 and 2 ($x$ and $y$) lie in the plane. The film is poled along $+z$ and has the symmetry of a poled ceramic, so that $s_{11}=s_{22}$, $s_{13}=s_{23}$ and $d_{31}=d_{32}$. Here $s_{ij}$ are compliances at constant electric field and $d_{ij}$ are piezoelectric coefficients. Strain $S_i$ and stress $T_i$ are in Voigt notation, with tension positive and engineering shear strains. Both denote changes caused by the voltage, so stress left from growth drops out. The response is taken as linear, and $E_3>0$ points along the polarization. With $E_1=E_2=0$,
\begin{align}
S_1&=s_{11}T_1+s_{12}T_2+s_{13}T_3+d_{31}E_3,\label{s1}\\
S_2&=s_{12}T_1+s_{11}T_2+s_{13}T_3+d_{31}E_3,\label{s2}\\
S_3&=s_{13}(T_1+T_2)+s_{33}T_3+d_{33}E_3,\label{s3}
\end{align}
while each shear strain is proportional to its own shear stress.

The example is a $1\,\mu$m film of soft lead zirconate titanate (PZT) under 5 V, hence $E_3=0.05$ MV/cm. Rough typical ceramic values are $s_{11}=16$, $s_{12}=-6$, $s_{13}=-7$, $s_{33}=19$ TPa$^{-1}$, $d_{31}=-170$ pm/V and $d_{33}=370$ pm/V. The magnet is 10 nm of nickel. Strains are given in ppm ($10^{-6}$).

\section*{(a) Which strains and stresses vanish?}

\textit{The substrate is rigid, the bond is perfect, and the electrodes cover the whole film. Find the in-plane stress.}

\textbf{Solution.} Nothing distinguishes one lateral position from another, so the displacement depends on $z$ alone. Therefore
\begin{equation}
S_1=\partial_xu_x=0,\qquad S_2=\partial_yu_y=0,\qquad S_6=\partial_yu_x+\partial_xu_y=0 .
\end{equation}
The rigid base matters here: on a yielding one, $u_x$ could grow in proportion to $x$ while the strain stayed uniform.

Force balance along $z$ reduces to $\partial_zT_3=0$, and likewise for $T_4$ and $T_5$. These stresses vanish at the free top face, so they vanish throughout. Then $S_4=S_5=0$ too, and since $u_x=u_y=0$ at the base, the film has no lateral displacement at any height.

Subtracting \eqref{s2} from \eqref{s1} gives $0=(s_{11}-s_{12})(T_1-T_2)$. Elastic stability requires $s_{11}>|s_{12}|$, so $T_1=T_2$. Equation \eqref{s1} becomes $0=(s_{11}+s_{12})T_1+d_{31}E_3$, or
\begin{equation}
T_1=T_2=-\frac{d_{31}E_3}{s_{11}+s_{12}} .\label{stress}
\end{equation}
Since $d_{31}<0$, the film wants to shrink sideways; the substrate prevents this and holds it in tension. In the example the free strain would be $d_{31}E_3=-850$ ppm. The biaxial modulus is $M_f=1/(s_{11}+s_{12})=1/(10\ \mathrm{TPa}^{-1})=100$ GPa, so the tension is 85 MPa.

\section*{(b) How much does the film thicken?}

\textit{Find the effective coefficient $d_{33,f}=S_3/E_3$, and relate it to the stiffness form of the piezoelectric law.}

\textbf{Solution.} Put $T_3=0$ and \eqref{stress} into \eqref{s3}:
\begin{equation}
S_3=2s_{13}T_1+d_{33}E_3
=\left(d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}\right)E_3 ,
\end{equation}
\begin{equation}
\boxed{\,d_{33,f}=d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}\,}\label{result}
\end{equation}
The factor 2 counts the two in-plane stresses. Both $d_{31}$ and $s_{13}$ are negative, so their product is positive and clamping reduces the response. Physically, the lateral tension thins the film by Poisson contraction and cancels part of its thickening.

For the stiffness form, keep $S_1=S_2=0$ but let $T_3$ differ from zero. Equation \eqref{s1} now gives $T_1=T_2=-(s_{13}T_3+d_{31}E_3)/(s_{11}+s_{12})$, and \eqref{s3} becomes
\begin{equation}
S_3=\left(s_{33}-\frac{2s_{13}^2}{s_{11}+s_{12}}\right)T_3+d_{33,f}E_3 .
\end{equation}
Compare this with $T_3=c_{33}S_3-e_{33}E_3$, which defines the stiffness $c_{33}$ and the coefficient $e_{33}$ at zero in-plane strain. The bracket is $1/c_{33}$, and $d_{33,f}=e_{33}/c_{33}$.

The numbers are
\begin{equation}
d_{33,f}=370-\frac{2(-170)(-7)}{16-6}=370-238=132\ \mathrm{pm/V},
\end{equation}
or 36\% of $d_{33}$. The bracket is $19-98/10=9.2$ TPa$^{-1}$, so $c_{33}=108.7$ GPa, and $e_{33}=14.35$ C/m$^2$ returns the same 132 pm/V. The top face rises by $t_fS_3=d_{33,f}V=0.66$ nm. At fixed voltage this lift does not depend on the film thickness.

Two limits help to read \eqref{result}. If $s_{13}=0$, lateral stress cannot change the thickness and $d_{33,f}=d_{33}$. If the film is elastically isotropic with Poisson ratio $\nu_f$, then $s_{13}/(s_{11}+s_{12})=-\nu_f/(1-\nu_f)$ and
\begin{equation}
d_{33,f}=d_{33}+\frac{2\nu_f}{1-\nu_f}\,d_{31}.
\end{equation}
For $\nu_f\to1/2$ and a volume-conserving response, $d_{31}=-d_{33}/2$, this vanishes: an incompressible film that cannot move sideways cannot thicken.

\section*{(c) What strain reaches the magnet?}

\textit{The magnet is elastically isotropic, bonded to the film and free on top. Find its strain, and the magnetic anisotropy that a general in-plane strain would produce.}

\textbf{Solution.} At a perfect bond the displacement is continuous at every point of the interface. Its derivatives along the interface are then continuous too, so $S_1$, $S_2$ and $S_6$ pass unchanged from film to magnet. All three are zero. The thickness strain $S_3$ involves a derivative across the interface and need not be continuous. In the magnet it follows from $T_3=0$:
\begin{equation}
S_3=-\frac{\nu}{1-\nu}(S_1+S_2)=0 .
\end{equation}
The thickening film lifts the magnet as a rigid body, and no voltage-induced strain component remains in it. This argument uses translation symmetry and the rigid base, but not $d_{31}=d_{32}$. A film with unequal lateral coefficients is blocked as well, although \eqref{result} would then need changing.

To see what has been lost, let the magnet have Young modulus $Y$, Poisson ratio $\nu$ and isotropic magnetostriction $\lambda_s$. When magnetized along the unit vector $\mathbf m$, it would by itself take the strain $\lambda_{ij}=\tfrac32\lambda_s(m_im_j-\tfrac13\delta_{ij})$. Its in-plane strains are imposed from below, while the others adjust until $T_3=T_4=T_5=0$. The remaining elastic energy density is
\begin{equation}
W=\tfrac12\sum_{a,b}Q_{ab}(S_a-\lambda_a)(S_b-\lambda_b),\qquad a,b\in\{1,2,6\},
\end{equation}
where $Q$ is the plane-stress stiffness. The term in $S^2$ does not depend on $\mathbf m$, and the term in $\lambda^2$ does not depend on the voltage. The cross term is $-\sum_aT_a\lambda_a$, with $T_a=\sum_bQ_{ab}S_b$. For $S_6=0$,
\begin{equation}
W_{\rm me}=-\tfrac32\lambda_s\,(T_1m_x^2+T_2m_y^2)+\text{const},\qquad
T_1=\frac{Y(S_1+\nu S_2)}{1-\nu^2},
\end{equation}
and $T_2$ follows by exchanging 1 and 2. From here on, differences of $W$ mean their voltage-induced part, that of $W_{\rm me}$. Since $T_1-T_2=Y(1-\nu)(S_1-S_2)/(1-\nu^2)$,
\begin{align}
W(\hat x)-W(\hat y)&=-\frac{3\lambda_sY}{2(1+\nu)}(S_1-S_2),\label{inplane}\\
W(\hat z)-W(\hat x)&=\frac{3\lambda_sY}{2(1-\nu)}\,S\qquad(S_1=S_2=S).\label{normal}
\end{align}

There are thus two separate obstacles to turning the magnetization within the plane. Clamping sets both strains to zero. Symmetry makes them equal, so \eqref{inplane} would vanish even without clamping. Releasing the film removes the first obstacle and leaves the second, as long as the film bends equally in both directions.

\section*{(d) How much do release and a real wafer change?}

\textit{Find the magnet's strain for a released film, and for a film covering a 500 $\mu$m silicon wafer that may bend freely.}

\textbf{Solution.} Both cases need the strain at the top of a plate of biaxial modulus $M$ and thickness $t$ when a force $-N$ per unit width acts along its top edge in both directions. The mean strain is $-N/(Mt)$. The moment about the mid-plane is $Nt/2$ and the bending stiffness is $Mt^3/12$, so bending adds at the top face
\begin{equation}
-\frac{Nt/2}{Mt^3/12}\cdot\frac t2=-\frac{3N}{Mt},\qquad
S_{\rm top}=-\frac{4N}{Mt}.\label{plate}
\end{equation}

On the wafer, to leading order in $t_f/t_s$, the film keeps its clamped tension, and $N=-M_fd_{31}E_3t_f$. Hence
\begin{equation}
S=\frac{4M_ft_f}{M_st_s}\,d_{31}E_3
=\frac{4(100)(1)}{(180.6)(500)}(-850)=-3.8\ \mathrm{ppm},
\end{equation}
where $M_s=180.6$ GPa is the biaxial modulus of silicon. This is 0.4\% of the free strain. If the wafer were held flat but free to slide, the bending term would be missing and the strain would be four times smaller.

In the released film the magnet is the thin layer and the film is the plate. Stretching the magnet by $S$ takes a force $M_mt_mS$, so \eqref{plate} gives $S=d_{31}E_3-4M_mt_mS/(M_ft_f)$, or
\begin{equation}
S=\frac{d_{31}E_3}{1+4M_mt_m/(M_ft_f)} .
\end{equation}
For nickel, with rough values $Y=200$ GPa and $\nu=0.3$, $M_m=Y/(1-\nu)=286$ GPa and $S=-850/1.114=-763$ ppm. Solving the two-layer plate with the finite magnet thickness included gives $-762$ ppm.

Both values take $E_3$ as uniform through the film. Without free charge inside, it is the displacement field $D_3=2d_{31}T_1+\varepsilon E_3$ that is uniform, where $\varepsilon$ is the stress-free permittivity, so the stress gradient of bending brings a field gradient. Eliminating this gradient replaces $M_f$ in the bending term alone by $1/(s_{11}+s_{12}-2d_{31}^2/\varepsilon)\approx162$ GPa, for a relative permittivity of 1700. The denominator becomes 1.081 and the strain about $-786$ ppm, a change of 3\%. The simpler value is used below.

Two limits apply to the released film. Its bending radius is about 7.6 mm, and a disc wider than roughly 0.4 mm would no longer bend equally in both directions but roll toward a cylinder, which makes $S_1$ and $S_2$ differ by up to about 90 ppm. These three figures take the field as uniform; with the field gradient they become about 12 mm, 0.46 mm and 65 ppm. The electrodes have also been neglected. A 100 nm platinum electrode (biaxial modulus about 270 GPa) under the film would bend it the opposite way and bring the magnet's strain to between about $-900$ and $-1000$ ppm, depending on whether the field gradient is included.

With $\lambda_s=-30$ ppm, equation \eqref{normal} gives $W(\hat z)-W(\hat x)=9.8$ kJ/m$^3$ for the released film and 0.05 kJ/m$^3$ on the wafer. These are the voltage-induced parts; the term in $\lambda^2$ adds a fixed $-0.03$ kJ/m$^3$, comparable to the wafer value. The positive sign means that the strain favours magnetization in the plane, without preferring a direction there. It adds little to the shape anisotropy of a thin nickel film, about 150 kJ/m$^3$, which already favours the plane.

\section*{(e) Can the electrode shape defeat the clamping?}

\textit{Let the magnet itself be the top electrode, a strip of width $w$ along $x$ and very long along $y$. What changes?}

\textbf{Solution.} Translation symmetry along $x$ is lost, so $S_1$ may differ from zero. Along $y$ it remains, and $S_2=0$. The two strains are now unequal, which removes the symmetry obstacle as well.

On a rigid base the film far outside the strip is at rest. By mirror symmetry $u_x=0$ at the centre, hence
\begin{equation}
\int_0^\infty S_1\,dx=u_x(\infty)-u_x(0)=0
\end{equation}
along the top face. Contraction under the strip is paid for by stretching outside it. For $w\gg t_f$ the two edges act independently, and each moves inward by a fixed distance $\delta$. The mean strain under the strip is then $-\delta/(w/2)$, which falls as $1/w$.

The full profile needs a numerical solution. The coupled elastic and electrostatic equations were solved by finite elements of side $t_f/20$. The nickel was treated as a membrane, and the bare film surface as free of charge. Further rough inputs are $s_{44}=47$ TPa$^{-1}$, $d_{15}=580$ pm/V and a stress-free relative permittivity of 1700. The strain $S_1$ in the magnet is:

\begin{center}
\begin{tabular}{ccc}
$w/t_f$ & centre (ppm) & mean (ppm)\\
1 & $-1010$ & $-1283$\\
2 & $-590$ & $-832$\\
4 & $-251$ & $-476$\\
8 & $-51$ & $-245$\\
16 & $-2$ & $-123$
\end{tabular}
\end{center}

Doubling the element size moves the centre value at $w=2t_f$ by 3.5 ppm. The means depend on the displacement at the electrode edge, where the fields are singular. Refining the mesh toward the edge shifts the tabulated values by roughly 10 ppm or less at $w=t_f$, and by a few ppm or less for the wider strips, so the last digits should not be trusted. The membrane treatment of the nickel matters more for the means: a solid 10 nm layer lowers their magnitude by about 60 ppm at $w=t_f$ and 25 ppm at $w=2t_f$, while the centre values move by a few ppm or less. The last two means give the same $\delta\approx0.98$ nm. The centre strain falls from 50.5 to 2.2 ppm in magnitude while the distance to the edge grows by $4t_f$. This is a decay rate of $\ln(50.5/2.2)/4\approx0.8$ per film thickness. Uniform clamping is thus recovered in the middle of a wide strip, where the lift is also within about 0.1\% of $d_{33,f}V$.

The narrowest strip exceeds the free strain of 850 ppm. That value is no bound here, because $S_2=0$. Even a film free along $x$ would have $T_2=-d_{31}E_3/s_{11}$ and $S_1=d_{31}E_3(1-s_{12}/s_{11})=-1169$ ppm. The mean for $w=t_f$ exceeds this too. The calculation does not isolate the cause.

For $w=2t_f$ on the rigid base, equation \eqref{inplane} gives $W(\hat x)-W(\hat y)=-4.1$ kJ/m$^3$ at the centre. Nickel, with $\lambda_s<0$, prefers the compressed direction, across the strip. Shape anisotropy, not included here, favours the long axis instead. Averaged over this strip it amounts to about 1.6 kJ/m$^3$, so it weakens the preference without reversing it.

A real substrate also yields under the edge forces. With isotropic silicon ($Y=130$ GPa, $\nu=0.28$) to a depth of $24t_f$ and elements of side $t_f/5$, the centre strain is about $-220$ ppm for $w=8t_f$ and $-100$ ppm for $w=16t_f$. The latter changes by 18 ppm when the depth is raised from $12t_f$ to $24t_f$; a further increase to $500t_f$ moves both values by about 1 ppm. Narrow strips are affected as well: for $w=2t_f$ the centre strain is about $-750$ ppm instead of $-590$ ppm, so the table and the anisotropy estimate above hold for the rigid base only. The comparison with $-2$ ppm on the rigid base shows that the substrate's yielding reaches much farther than the disturbance within the film. An electrode 16 film thicknesses wide is not yet a uniformly clamped one.

\section*{(f) How far can the numbers be trusted?}

\textit{Estimate the effects left out, and set the example beside real films.}

\textbf{Solution.} Consider first the linear law. In the clamped film the displacement field is $D_3=2d_{31}T_1+\varepsilon E_3$, where $\varepsilon$ is the stress-free permittivity. With \eqref{stress} the effective permittivity is $\varepsilon-2d_{31}^2/(s_{11}+s_{12})$, or 1047 in relative terms. The field therefore adds a polarization $\Delta P=4.6\ \mu$C/cm$^2$ to a remanent $P_r$ of roughly $30\ \mu$C/cm$^2$. If strain follows the square of the polarization, its change is proportional to $2P_r\Delta P+\Delta P^2$. The neglected term is $\Delta P/(2P_r)\approx8\%$ of the linear one.

This estimate leaves out domain switching. The field is several times a typical coercive field of bulk soft PZT, roughly 10 kV/cm, and the 85 MPa tension is comparable to or above the stresses, some tens of MPa, at which such ceramics begin to switch. The small-signal coefficients are therefore extrapolated here. The example shows the size of the clamping effect and does not predict the response of a particular film.

The attraction between the electrodes compresses the film by about 1 ppm, against a thickening of $d_{33,f}E_3=660$ ppm. The field is about 5\% of a rough breakdown field of 1 MV/cm.

The larger uncertainty lies in the coefficients. Those used here describe bulk soft ceramic, in which moving domain walls contribute much of the response. In a thin film the substrate can hinder that motion, so $d_{31}$ and $d_{33}$ themselves change, which \eqref{result} with bulk inputs does not include. PZT films typically show effective coefficients from several tens to somewhat above 100 pm/V, so 132 pm/V is on the high side. A film with half this value would rise by 0.33 nm instead of 0.66 nm. The vanishing in-plane strain under a uniform electrode on a rigid base does not depend on these coefficients; the strains in parts (d) and (e) do.
